\section*{Scalar and spin-orbit pVp integrals from shifted nuclear-attraction integrals}

\section{A quarter turn}

Put a $p_x$ Gaussian at one point, a $p_y$ Gaussian at a second and a unit nuclear charge at a third. The scalar relativistic integral between the two functions is $S=1.33481$, and the spin-orbit integral is a vector, $\mathbf Z=(-0.00241,\,0.10078,\,-0.02113)$. Now turn the whole arrangement by $90^\circ$ about $z$ and compute the integrals between the $p_y$ function now at the first centre and the $p_x$ function now at the second. The results are $S'=-1.33481$ and $\mathbf Z'=(0.10078,\,0.00241,\,0.02113)$. A quantity called scalar has changed sign, and so has the component of $\mathbf Z$ along the rotation axis. To see why, we need to know what these numbers are and how they are assembled.

\section{The two integrals}

We use atomic units, $\mathbf p=-i\nabla$, real basis functions $\mu,\nu$, and point nuclei of charge $Q_C$ at $\mathbf C$:
\begin{equation}
V(\mathbf r)=-\sum_C\frac{Q_C}{|\mathbf r-\mathbf C|}.
\end{equation}
The operator to be represented is $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)$. The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\sum_k\epsilon_{ijk}\sigma_k$, and they commute with $p_i$ and $V$, so
\begin{equation}
(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)
=\sum_i p_iVp_i+i\sum_{ijk}\epsilon_{ijk}\sigma_k\,p_iVp_j .
\end{equation}
Since $p_i$ is Hermitian, it can act on the bra. The bra contributes $(-i)^*=i$ and the ket $-i$, with product $1$:
\begin{equation}
\langle\mu|p_iVp_j|\nu\rangle=\int(\partial_i\mu)\,V\,(\partial_j\nu)\,d^3r\equiv W_{ij}(\mu,\nu).
\end{equation}
No surface term arises: the functions vanish at infinity, and on a small sphere of radius $\varepsilon$ about a nucleus the area $\varepsilon^2$ outweighs $V\sim1/\varepsilon$. With $\epsilon_{ijk}=\epsilon_{kij}$,
\begin{equation}
\langle\mu|(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)|\nu\rangle=S+i\boldsymbol\sigma\cdot\mathbf Z,\quad
S=\sum_iW_{ii},\quad Z_k=\sum_{ij}\epsilon_{kij}W_{ij}.
\label{eq:split}
\end{equation}
For example, $Z_z=W_{xy}-W_{yx}$. The potential is never differentiated.

\section{The example by hand}

Let $\mu=x_Ae^{-ar_A^2}$ and $\nu=y_Be^{-br_B^2}$, unnormalized, with $\mathbf r_A=\mathbf r-\mathbf A$. Take $a=0.8$, $b=0.6$ (bohr$^{-2}$), $\mathbf A=(0,0,0)$, $\mathbf B=(0.5,1,0)$ and a unit charge at $(1,0,0.5)$ (bohr). Write $s$, $xx$, $xy$, \dots\ for the Gaussian multiplied by $1$, $x^2$, $xy$, \dots, with powers counted from its own centre. The product rule gives
\begin{align}
\partial_x\mu&=s-2a\,xx, & \partial_y\mu&=-2a\,xy, & \partial_z\mu&=-2a\,xz,\nonumber\\
\partial_x\nu&=-2b\,xy, & \partial_y\nu&=s-2b\,yy, & \partial_z\nu&=-2b\,yz.
\end{align}
Let $V(\cdot,\cdot)$ be the ordinary nuclear-attraction integral, left entry on $\mathbf A$ and right entry on $\mathbf B$. With $2a=1.6$, $2b=1.2$, $4ab=1.92$,
\begin{align}
W_{xy}&=V(s,s)-1.2\,V(s,yy)-1.6\,V(xx,s)+1.92\,V(xx,yy)\nonumber\\
&=-1.95175+1.71799+1.45730-1.31226=-0.08872,\\
W_{yx}&=1.92\,V(xy,xy)=1.92(-0.035205)=-0.06759,\\
W_{xx}&=-1.2\,V(s,xy)+1.92\,V(xx,xy)=0.12482+0.42276=0.54758,\\
W_{yy}&=-1.6\,V(xy,s)+1.92\,V(xy,yy)=0.34119+0.15467=0.49587,\\
W_{zz}&=1.92\,V(xz,yz)=0.29136,
\end{align}
where the last digit follows the unrounded values. Hence $S=1.33481$ and $Z_z=-0.08872+0.06759=-0.02113$. Three-dimensional quadrature of the defining integrals gives the same values. Terms as large as $1.95$ have left a result of $0.02$, so about two digits are lost in $Z_z$; the underlying integrals need that margin.

\section{Any angular momentum}

A Cartesian primitive is $\chi_{\mathbf l}=x_A^{l_x}y_A^{l_y}z_A^{l_z}e^{-ar_A^2}$. Differentiating the power lowers it, and differentiating the exponential raises it:
\begin{equation}
\partial_i\chi_{\mathbf l}=l_i\,\chi_{\mathbf l-\mathbf 1_i}-2a\,\chi_{\mathbf l+\mathbf 1_i}.
\label{eq:shift}
\end{equation}
Here $\mathbf 1_i$ is the unit step in direction $i$. If $l_i=0$, the first term is absent. Applying the rule to both functions and multiplying out,
\begin{align}
W_{ij}={}&l_im_j\,V(\mathbf l-\mathbf 1_i,\mathbf m-\mathbf 1_j)-2b\,l_i\,V(\mathbf l-\mathbf 1_i,\mathbf m+\mathbf 1_j)\nonumber\\
&-2a\,m_j\,V(\mathbf l+\mathbf 1_i,\mathbf m-\mathbf 1_j)+4ab\,V(\mathbf l+\mathbf 1_i,\mathbf m+\mathbf 1_j).
\label{eq:four}
\end{align}
For a contracted shell, \eqref{eq:four} is formed for each pair of primitives and then summed with the contraction coefficients. The order matters, because the factor $2a$ differs from one primitive to the next.

\subsection{The nuclear-attraction integrals}

Let $q=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/q$. Completing the square turns the product of two Gaussians into one about $\mathbf P$. In one dimension define $\Lambda_t=\partial_{P}^t e^{-q(x-P)^2}$ and expand
\begin{equation}
x_A^ix_B^j\,e^{-ax_A^2-bx_B^2}=\sum_{t=0}^{i+j}E_t^{ij}\Lambda_t,\qquad E_0^{00}=e^{-ab(A-B)^2/q}.
\end{equation}
One derivative of the Gaussian gives $2q(x-P)e^{-q(x-P)^2}$. Taking $t$ more, with $\partial_P(x-P)=-1$, yields $\Lambda_{t+1}=2q[(x-P)\Lambda_t-t\Lambda_{t-1}]$, that is,
\begin{equation}
(x-P)\Lambda_t=\frac{\Lambda_{t+1}}{2q}+t\,\Lambda_{t-1}.
\end{equation}
Multiply the expansion by $x_A=(x-P)+(P-A)$ and collect the coefficient of $\Lambda_t$:
\begin{equation}
E_t^{i+1,j}=\frac{E_{t-1}^{ij}}{2q}+(P-A)E_t^{ij}+(t+1)E_{t+1}^{ij}.
\end{equation}
Raising $j$ uses $P-B$ instead.

For the Coulomb factor, insert $1/r=(2/\sqrt\pi)\int_0^\infty e^{-u^2r^2}du$. With $\mathbf d=\mathbf P-\mathbf C$, the spatial integral is Gaussian:
\begin{equation}
\int\frac{e^{-qr_P^2}}{r_C}d^3r=\frac{2}{\sqrt\pi}\int_0^\infty\Big(\frac{\pi}{q+u^2}\Big)^{3/2}e^{-qu^2d^2/(q+u^2)}du.
\end{equation}
Set $t^2=u^2/(q+u^2)$. Then $q+u^2=q/(1-t^2)$ and $du=\sqrt q\,(1-t^2)^{-3/2}dt$; the powers of $1-t^2$ cancel, leaving
\begin{equation}
\int\frac{e^{-qr_P^2}}{r_C}d^3r=\frac{2\pi}{q}F_0(qd^2),\qquad F_n(T)=\int_0^1t^{2n}e^{-Tt^2}dt.
\end{equation}
The derivatives in $\Lambda_t$ act on $\mathbf P$ and can be taken outside the integral, so
\begin{equation}
V(\mathbf l,\mathbf m)=-\frac{2\pi}{q}\sum_{tuv}E_tE_uE_v\sum_CQ_C\,K^0_{tuv}(\mathbf P-\mathbf C),
\end{equation}
with $K^n_{tuv}=\partial_{d_x}^t\partial_{d_y}^u\partial_{d_z}^v(-2q)^nF_n(qd^2)$. Since $F_n'=-F_{n+1}$, one derivative gives $\partial_{d_x}K^n_{000}=d_xK^{n+1}_{000}$. The remaining derivatives act on the product:
\begin{equation}
K^n_{t+1,u,v}=d_xK^{n+1}_{tuv}+t\,K^{n+1}_{t-1,u,v},
\end{equation}
and likewise for $u$ and $v$. For shells $l$ and $m$, the shifts in \eqref{eq:four} require $F_n$ up to $n=l+m+2$.

Integrating $t^{2n-2}$ by parts gives
\begin{equation}
F_{n-1}(T)=\frac{2T\,F_n(T)+e^{-T}}{2n-1}.
\end{equation}
Used downward, this adds positive numbers and has no cancellation. The highest order comes from iterating the same relation into the series $F_n=e^{-T}\sum_k(2T)^k/[(2n+1)(2n+3)\cdots(2n+2k+1)]$ or, for large $T$, from the incomplete gamma function, $F_n=\gamma(n+\tfrac12,T)/(2T^{n+1/2})$.

\section{Exchange, Hermiticity and Kramers pairs}

Exchanging the factors of the integrand gives $W_{ij}(\mu,\nu)=W_{ji}(\nu,\mu)$. Therefore
\begin{equation}
S(\nu,\mu)=S(\mu,\nu),\qquad Z_k(\nu,\mu)=\sum_{ij}\epsilon_{kij}W_{ji}(\mu,\nu)=-Z_k(\mu,\nu).
\end{equation}
A real antisymmetric matrix times $i$ is Hermitian, so $H=S+i\boldsymbol\sigma\cdot\mathbf Z$ is Hermitian. Time reversal changes $i\to-i$ and $\boldsymbol\sigma\to-\boldsymbol\sigma$ and leaves real $S$ and $\mathbf Z$ alone. Thus $H$ is invariant, and its eigenvalues come in Kramers pairs.

There is also a sign condition. For any spinor $\psi$ in the basis, $\langle\psi|H|\psi\rangle=\int V|\boldsymbol\sigma\cdot\mathbf p\,\psi|^2d^3r$. This is negative, because $\boldsymbol\sigma\cdot\mathbf p\,\psi=0$ would imply $p^2\psi=0$, which no normalizable $\psi\neq0$ satisfies. In a test basis of 35 functions from $s$ to $g$ on two nuclei, the highest eigenvalue of the matrix $H$ is $-1.033$ hartree/bohr$^2$. The basis is not orthonormal and no overlap matrix was included, so the size of this number depends on how the functions are scaled; only its sign is the test.

\section{Rotations, and the quarter turn explained}

Move every centre and nucleus by an orthogonal matrix $R$. A function carried along becomes $\mu^R(\mathbf r)=\mu(R^{T}\mathbf r)$, and the potential becomes $V(R^T\mathbf r)$. The chain rule gives $\partial_i\mu^R=\sum_kR_{ik}(\partial_k\mu)(R^T\mathbf r)$. With the integration variable changed to $R^T\mathbf r$, whose Jacobian has modulus one,
\begin{equation}
W'_{ij}(\mu^R,\nu^R)=\sum_{kl}R_{ik}R_{jl}W_{kl}(\mu,\nu).
\label{eq:rot}
\end{equation}
Setting $i=j$ and summing, $\sum_iR_{ik}R_{il}=\delta_{kl}$ shows that $S$ is unchanged. For $\mathbf Z$, start from the determinant, $\det R\,\epsilon_{mpq}=\sum_{kij}\epsilon_{kij}R_{km}R_{ip}R_{jq}$, multiply by $R_{lm}$ and sum over $m$. This gives $\sum_{ij}\epsilon_{lij}R_{ip}R_{jq}=\det R\sum_mR_{lm}\epsilon_{mpq}$, and so
\begin{equation}
S'(\mu^R,\nu^R)=S(\mu,\nu),\qquad Z'_k(\mu^R,\nu^R)=\det R\sum_lR_{kl}Z_l(\mu,\nu).
\label{eq:cov}
\end{equation}
$\mathbf Z$ is an axial vector, like angular momentum.

In the quarter turn, $R^T\mathbf r=(y,-x,z)$. The carried function $\mu^R$ is $p_y$, but $\nu^R$ is $-p_x$. Equation \eqref{eq:cov} says
\begin{align}
-S'(p_y,p_x)&=S(p_x,p_y)=1.33481,\\
-\mathbf Z'(p_y,p_x)&=(-Z_y,Z_x,Z_z)=(-0.10078,-0.00241,-0.02113).
\end{align}
These are the opening numbers. The operator part is a scalar; the sign came from the basis function.

For a general shell, a carried monomial is a combination of the standard ones at the new centre, $\mu^R=\sum_{\mu'}D_{\mu'\mu}\chi_{\mu'}$. In matrix form, \eqref{eq:cov} reads
\begin{equation}
D^TS'D=S,\qquad D^TZ'_kD=\det R\sum_lR_{kl}Z_l .
\end{equation}
This $D$ belongs to monomials sharing one normalization factor per shell. If components are scaled separately by a diagonal matrix $N$, as when $xx$ and $xy$ are each normalized to one, $D$ must be replaced by $N^{-1}DN$.

For a proper rotation, let $U$ be the spin rotation with $U^\dagger\sigma_kU=\sum_mR_{km}\sigma_m$. Turning spin and orbitals together gives
\begin{equation}
\sum_k(U^\dagger\sigma_kU)(D^TZ'_kD)=\sum_{klm}R_{km}R_{kl}\,\sigma_mZ_l=\boldsymbol\sigma\cdot\mathbf Z,
\end{equation}
so the full spinor matrix is recovered. In the test basis these relations hold to about $10^{-15}$ of the largest element. For an improper $R$, leaving out $\det R=-1$ gives a relative deviation of $2$, as it must when a matrix is compared with its negative.

These symmetry tests have a blind spot. Replace $2a$ in \eqref{eq:shift} by another number $\lambda_a$, the same for all directions. The false derivative is $\partial_i+(2a-\lambda_a)(\mathbf r_A)_i$, which still turns as a vector, so exchange symmetry and covariance survive while the integrals are wrong. A comparison with the definition is needed as well. For contracted $d$ and $f$ shells and two nuclei, quadrature with independently computed derivatives agrees to $5\times10^{-15}$ of the largest element.

\section{What the two parts contain}

\subsection{The contact term in $S$}

Integrate $\nabla^2(\mu\nu)=\mu\nabla^2\nu+\nu\nabla^2\mu+2\nabla\mu\cdot\nabla\nu$ against $V$. By Green's theorem the left side becomes $\int(\nabla^2V)\mu\nu\,d^3r$, and $\nabla^2V=4\pi\sum_CQ_C\delta(\mathbf r-\mathbf C)$. Solving for the last term,
\begin{equation}
S=\tfrac12\Big[4\pi\sum_CQ_C\,\mu(\mathbf C)\nu(\mathbf C)-\langle\mu|V|\nabla^2\nu\rangle-\langle\nabla^2\mu|V|\nu\rangle\Big].
\end{equation}
The scalar integral thus contains the contact density behind the Darwin term, although no delta function was evaluated. In a $d$--$p$ test block, dropping the contact term causes an error of $0.65$ relative to the largest element of $S$.

\subsection{Spin-orbit coupling in $\mathbf Z$}

Move $\partial_i$ off $\mu$ in $Z_k$. The term with $\partial_i\partial_j\nu$ vanishes against $\epsilon_{kij}$. For one nucleus at the origin $\partial_iV=Qr_i/r^3$, and $\mathbf r\times\nabla=i\mathbf L$, so
\begin{equation}
Z_k=-Q\int\mu\,\frac{(\mathbf r\times\nabla)_k\nu}{r^3}\,d^3r,
\qquad i\mathbf Z=Q\,\langle\mu|r^{-3}\mathbf L|\nu\rangle .
\label{eq:L}
\end{equation}
This identity was tested for shells centred on the nucleus from $l=1$ to $6$.

Take a $p$ shell of exponent $a$ there. Now $V(xx,yy)=V(xy,xy)$, since the integrands are equal, and the highest integrals cancel in $Z_z$. The others follow from $\int e^{-2ar^2}r^{-1}d^3r=\pi/a$ and $\int x^2e^{-2ar^2}r^{-1}d^3r=\pi/(6a^2)$:
\begin{equation}
Z_z(p_x,p_y)=-Q\Big[\frac{\pi}{a}-4a\,\frac{\pi}{6a^2}\Big]=-\frac{\pi Q}{3a}\quad\text{(unnormalized)}.
\end{equation}
For the scalar part, $|\nabla\mu|^2=(1-4ax^2+4a^2x^2r^2)e^{-2ar^2}$. The last term contributes $4a^2\int x^2re^{-2ar^2}d^3r=2\pi/(3a)$, which offsets the second, so $S(p_x,p_x)=-\pi Q/a$. For a single Gaussian, then, $S(p_x,p_x)=3Z_z(p_x,p_y)$. With $Q=10$, $a=1$ bohr$^{-2}$ and normalized functions, the values are $-63.83$ and $-21.28$ hartree/bohr$^2$.

By \eqref{eq:L}, the spin-dependent matrix is $Q\langle r^{-3}\rangle\,\boldsymbol\sigma\cdot\mathbf L$. From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ one has $\boldsymbol\sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\tfrac34$, which equals $l$ for $j=l+\tfrac12$ and $-(l+1)$ for $j=l-\tfrac12$. With $\langle r^{-3}\rangle=2.1277$ bohr$^{-3}$, the $p$ levels are $21.28$ (four times) and $-42.55$ (twice) hartree/bohr$^2$.

To turn this into an energy, measure $E$ from the rest energy $c^2$, eliminate the lower Dirac component, $\chi=(2c^2+E-V)^{-1}c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi$, and expand in $(E-V)/2c^2$. The upper equation acquires $(\boldsymbol\sigma\cdot\mathbf p)(V-E)(\boldsymbol\sigma\cdot\mathbf p)/4c^2$. At this order the $E$ term and the renormalization of $\varphi$ involve $p^2$ and no spin. The splitting is
\begin{equation}
\Delta E=\frac{21.28+42.55}{4(137.036)^2}=8.50\times10^{-4}\ \text{hartree}=186.5\ \text{cm}^{-1}.
\end{equation}
This is a first-order value for one Gaussian and a bare charge, and it is set by the chosen exponent: the exact $2p$ orbital of the same charge has $\langle r^{-3}\rangle=Q^3/24=41.67$ bohr$^{-3}$, for which the same formula gives $3652$ cm$^{-1}$, about twenty times more and close to the Dirac value of $3665$ cm$^{-1}$. An atom would also need a proper radial function and the two-electron spin-orbit terms, which screen the nucleus. The expansion itself fails close to a point nucleus, where $|V|$ exceeds $2c^2$. The integrals $S$ and $\mathbf Z$ do not depend on it: they are matrix elements of the operator itself, whatever two-component scheme then uses them. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
exponents a, b (bohr^-2): 0.8 0.6
centres A, B, C (bohr): [0. 0. 0.] [0.5 1.  0. ] [1.  0.  0.5]
Unnormalized functions, atomic units:
V(s,s) = -1.95175161
V(s,yy) = -1.43165619
V(xx,s) = -0.91081377
V(xx,yy) = -0.68346777
V(xy,xy) = -0.03520485
V(s,xy) = -0.10401862
V(xx,xy) = 0.22018847
V(xy,s) = -0.21324648
V(xy,yy) = 0.08055981
V(xz,yz) = 0.15174928
W_xx(px,py) = 0.54758422
W_yy(px,py) = 0.49586919
W_zz(px,py) = 0.29135861
W_xy(px,py) = -0.08872027
W_yx(px,py) = -0.06759332
S(px,py): assembled 1.33481202, quadrature 1.33481202
Z_z(px,py): assembled -0.02112695, quadrature -0.02112695
Z(px,py) = -0.00240618 0.10077806 -0.02112695
after 90 deg turn about z: S'(py,px) = -1.33481202
after 90 deg turn: Z'(py,px) = 0.10077806 0.00240618 0.02112695
p shell: charge 10.0, exponent 1.0 bohr^-2
<r^-3> by quadrature = 2.127692 bohr^-3
S(px,px) = -63.830765 hartree/bohr^2
Z_z(px,py) = -21.276922 hartree/bohr^2
levels of i sigma.Z (hartree/bohr^2): -42.55384 -42.55384 21.27692 21.27692 21.27692 21.27692
speed of light = 137.035999 a.u.
Pauli splitting = 8.497687e-04 hartree = 186.503 cm^-1
Largest deviations relative to largest element (dimensionless):
Boys function, orders 0-8: 5.6e-16
contracted d/f block against quadrature: 5.2e-15
s-g basis, 35 functions, library: S 6.2e-15, Z 2.2e-14
exchange W: 1.5e-16, S: 9.6e-17, Z: 4.4e-16
Kramers pair gap: 2.2e-15
highest spinor eigenvalue = -1.03324 hartree/bohr^2
proper rotation: S 1.3e-15, Z 1.4e-15
improper rotation: S 1.4e-15, Z 1.5e-15
improper rotation with det R left out: Z 2.000
SU(2) covariance of spinor matrix: 1.4e-15
contact identity: 9.7e-16, without contact term: 0.651
one-centre r^-3 L identity, l = 1-6: 2.2e-14
\end{verbatim}
